# Voltage-Dependent Escape Rate from a Histogram of Ramped Switching Voltages

## The problem

A resistive memory cell is reset to the same OFF state before every cycle. The applied voltage then rises from zero as $V=rt$, with constant ramp rate $r>0$, and the voltage at which the cell switches ON is recorded. Assume that

- switching is a single random event, recorded at its first occurrence;
- its rate $k$ (in s$^{-1}$) depends on the present voltage and not on the history (the quasi-adiabatic assumption);
- every cycle has the same function $k(V)$, and the cycles are independent.

Let $p(V)$ be the probability density of the switching voltage and $S(V)$ the probability that the cell is still OFF at voltage $V$.

The data below are synthetic. They were generated by random trials in small voltage steps from a known rate law, which is disclosed in the solution. There were 2000 cycles at $r=1$ V/s and 300 K, sorted into bins of width $\Delta=5$ mV. Every second bin of the well-populated range is shown. $N$ cells are OFF at the left edge of the bin and $n$ of them switch inside it.

| Mid-bin $V$ (V) | $N$ | $n$ |
|---|---|---|
| 0.3475 | 1921 | 25 |
| 0.3575 | 1857 | 51 |
| 0.3675 | 1740 | 67 |
| 0.3775 | 1572 | 129 |
| 0.3875 | 1313 | 180 |
| 0.3975 | 938 | 192 |
| 0.4075 | 546 | 190 |
| 0.4175 | 191 | 104 |

**(a)** Express $k(V)$ through $r$, $p$ and $S$, without assuming a form for $k$.

**(b)** Find an estimator of $k$ for a bin of finite width. What does it estimate, and how wrong is the simpler ratio $rn/(N\Delta)$?

**(c)** Find the statistical error and evaluate the table.

**(d)** Suppose that the voltage lowers the barrier linearly. Extract the effective charge and predict the switching rate at a read voltage of 0.1 V.

**(e)** How slow must the ramp be, and what can a second ramp rate tell?

## Hints

1. For (a), write the fraction of cells lost during $dt$ in two ways: once with $k$, once with $p$.
2. For (b), integrate the equation for $\ln S$ across the bin instead of approximating the derivative.
3. For (c), once $N$ is known, $n$ is a binomial number. Propagate its variance through the logarithm.
4. For (d), plot $\ln k$ against $V$, and place the origin of the voltage axis near the histogram's peak.
5. For (e), ask how the distribution of internal states among the surviving cells follows a moving voltage.

## Solution

### (a) The rate at a point

A cell that is OFF at time $t$ switches during $dt$ with probability $k\,dt$. The OFF fraction therefore changes by

$$dS=-k(V)\,S\,dt .$$

The fraction switching between $V$ and $V+dV$ is by definition $p\,dV$, so $dS=-p\,dV$. Equating the two and using $dV=r\,dt$,

$$k\,S\,dt=p\,r\,dt\quad\Longrightarrow\quad k(V)=\frac{r\,p(V)}{S(V)} .$$

The units are (V/s)(1/V) = 1/s. The division by $S$ matters because $p$ counts events per cell that started, while a rate counts events per cell still able to switch. Beyond its peak the histogram falls because few cells are left, even if $k$ keeps rising.

For the inverse relation, divide $dS/dV=-kS/r$ by $S$ and integrate from $S(0)=1$:

$$S(V)=\exp\left[-\frac1r\int_0^V k(V')\,dV'\right].$$

### (b) The rate in a bin

Let the bin run from $V_a$ to $V_b=V_a+\Delta$. Integrating $d\ln S/dV=-k/r$ across it gives

$$\ln\frac{S(V_a)}{S(V_b)}=\frac1r\int_{V_a}^{V_b}k\,dV=\frac{\bar k\,\Delta}{r}\equiv x ,$$

where $\bar k$ is the average of $k$ over the bin. The ratio $S(V_b)/S(V_a)$ is the probability of surviving the bin, and its estimate from the data is $(N-n)/N$. Hence

$$\hat k=\frac r\Delta\,\ln\frac{N}{N-n} .$$

This estimates the bin average, whatever the shape of $k$ inside the bin. Only cells that reach the bin enter, so events at lower voltages need not be well resolved.

For the simpler ratio, note that a cell entering the bin switches in it with probability $q=1-e^{-x}$, which is the expected value of $n/N$. Since $\bar k=rx/\Delta$,

$$\frac{rn/(N\Delta)}{\bar k}\;\to\;\frac{1-e^{-x}}{x}\simeq1-\frac x2\quad(x\ll1).$$

The ratio is too low because it treats all $N$ cells as available until the end of the bin. Replacing $N$ by the mid-bin number $N-n/2$ is better. For large $N$,

$$\frac{n}{N-n/2}\to\frac{q}{1-q/2}=\frac{2(1-e^{-x})}{1+e^{-x}}=2\tanh\frac x2 ,$$

so the result divided by $\bar k$ is $2\tanh(x/2)/x\simeq1-x^2/12$.

In the last row of the table the true rate law gives $x=0.769$. The two factors are then 0.698 and 0.953: the simple ratio loses 30 % of the rate and the mid-bin version 5 %. Averages over 300 synthetic histograms gave 0.693 and 0.947, with sampling errors of about 0.003 and 0.005.

### (c) Errors and evaluation

Given $N$, the number $n$ has variance $Nq(1-q)$, so $\hat q=n/N$ has standard deviation $\sqrt{q(1-q)/N}$. Since $\hat k=-(r/\Delta)\ln(1-\hat q)$, its derivative with respect to $\hat q$ is $(r/\Delta)/(1-q)$. To leading order in the fluctuation,

$$\sigma_k=\frac r\Delta\,\frac{1}{1-q}\sqrt{\frac{q(1-q)}{N}}=\frac r\Delta\sqrt{\frac{q}{N(1-q)}}\simeq\frac r\Delta\sqrt{\frac{n}{N(N-n)}} ,$$

where the last form inserts $q\simeq n/N$. For $n\ll N$ it becomes $(r/\Delta)\sqrt n/N\simeq\hat k/\sqrt n$, the usual counting error.

Take the bin at 0.3975 V. With $r/\Delta=(1\ \text{V/s})/(0.005\ \text{V})=200$ s$^{-1}$,

$$\hat k=200\,\ln\frac{938}{746}=45.8\ \text{s}^{-1},\qquad \sigma_k=200\sqrt{\frac{192}{938\times746}}=3.3\ \text{s}^{-1}.$$

The other rows follow in the same way. The last column is the bin average of the rate law behind the data.

| $V$ (V) | $\hat k\pm\sigma_k$ (s$^{-1}$) | True $\bar k$ (s$^{-1}$) |
|---|---|---|
| 0.3475 | 2.6 ± 0.5 | 2.7 |
| 0.3575 | 5.6 ± 0.8 | 4.7 |
| 0.3675 | 7.9 ± 1.0 | 8.5 |
| 0.3775 | 17.1 ± 1.5 | 15.1 |
| 0.3875 | 29.5 ± 2.2 | 27.0 |
| 0.3975 | 45.8 ± 3.3 | 48.2 |
| 0.4075 | 86 ± 6 | 86 |
| 0.4175 | 157 ± 16 | 154 |

All eight estimates lie within 1.4 standard errors of the truth. The rate rises through the whole range, although the event count drops in the last row.

The error formula fails at both ends of the histogram. If $n=0$, it returns zero error, which is meaningless. The probability of seeing no event is then $(e^{-x})^N=e^{-Nx}$, which falls to 5 % at $Nx=3.0$. An empty bin with $N=2000$ thus sets a 95 % upper limit $\bar k<3.0\,r/(N\Delta)=0.3$ s$^{-1}$. If $n=N$, the logarithm diverges: the bin gives a lower limit on the rate but no finite estimate.

### (d) Effective charge and the rare event

Let the voltage lower a barrier $E_b$ by $zeV$, where $z$ is an effective charge number and $e$ the elementary charge. With attempt rate $\nu$,

$$k(V)=\nu\exp\left[-\frac{E_b-zeV}{k_BT}\right]=k_0\,e^{V/V_0},\qquad V_0=\frac{k_BT}{ze},$$

where $k_0$ is the rate at zero voltage. The plot of $\ln k$ is a straight line of slope $1/V_0$. A bin average differs slightly from the rate at the midpoint $V_m$:

$$\bar k=\frac{k_0}{\Delta}\int_{V_m-\Delta/2}^{V_m+\Delta/2}e^{V/V_0}dV=k(V_m)\,\frac{\sinh u}{u},\qquad u=\frac{\Delta}{2V_0}.$$

The factor is the same in all bins, so it shifts the line without tilting it. Here it is 1.0035.

The line was fitted to every bin with at least 10 events and at least 10 remaining cells, each weighted by its error $\sigma_k/\hat k$ in $\ln\hat k$. With the voltage origin at $V_r=0.4008$ V, near the peak, the fit gives

$$z=1.459\pm0.030,\qquad k(V_r)=59.4\pm1.5\ \text{s}^{-1}.$$

The eight rows of the table alone give $z=1.46\pm0.05$: nearly the same charge, with a larger error because only 8 of about 19 fitted bins are used and the outermost ones are missing.

The data were made with $z=1.5$, $E_b=1.27$ eV and $\nu=10^{13}$ s$^{-1}$, so that $V_0=0.02585/1.5$ V $=17.23$ mV. The fitted charge is 1.4 standard errors low.

The true peak position follows from $\ln p=\ln k+\ln S-\ln r$. Its derivative vanishes when $1/V_0-k/r=0$, so $k(V^*)=r/V_0=58.0$ s$^{-1}$. Inserting the rate law and solving for the voltage,

$$V^*=\frac{E_b-k_BT\ln(\nu V_0/r)}{ze}=\frac{1.27-0.02585\times25.87}{1.5}\ \text{V}=0.401\ \text{V}.$$

The standard deviation of the switching voltage is 22 mV.

Now extrapolate to 0.1 V, which is 0.3008 V below the reference:

$$k(0.1\ \text{V})=59.4\,\exp\left[-\frac{1.459\times0.3008}{0.02585}\right]\text{s}^{-1}\approx2.5\times10^{-6}\ \text{s}^{-1}.$$

The true value is $1.5\times10^{-6}$ s$^{-1}$, a mean waiting time of about a week at constant voltage. The slope error dominates the uncertainty. It contributes $0.030\times0.3008/0.02585=0.35$ to the error of $\ln k$, and the full fit covariance gives a one-sigma factor of 1.40. The prediction is off by a factor 1.65, or 1.5 standard errors.

There is also a small systematic part. Over 300 repeated histograms the mean fitted charge is $1.485\pm0.002$, or about 1 % low. The same fluctuating counts that are fitted also select the bins and set their weights, and the two effects are about equally large. At the low-voltage end, bins with too many events are kept more often and weighted more heavily; at the high-voltage end, bins with too few events are kept more often. Each of the two effects lowers $z$ by about 0.010. Taking the logarithm of a fluctuating count works the other way and raises $z$ by about 0.007. The net result is a flatter line. Over this distance the deficit of 0.015 in $z$ raises the extrapolated rate by a factor $\exp(0.015\times0.3008/0.02585)\approx1.2$.

### (e) How slow, and why a second ramp rate

Let $P$ be the distribution of internal states of the OFF cells, evolving as $\partial_tP=L_VP$. The operator $L_V$ includes loss by switching. The normalised distribution among survivors, $w=P/S$, obeys

$$\partial_tw=L_Vw+h\,w,\qquad h=-\frac{1}{S}\frac{dS}{dt},$$

where $h$ is the measured rate $rp/S$. At fixed voltage $w$ settles to a stationary form $\varphi_V$ with $L_V\varphi_V=-k\varphi_V$, which defines the static rate $k(V)$. On a slow ramp write $w=\varphi_V+r\,\delta$ and $h=k+r\,h_1$. The terms of first order in $r$ are

$$\partial_V\varphi_V=(L_V+k)\,\delta+h_1\varphi_V .$$

No $r$ remains in this equation, so $h_1$ is a property of the cell at voltage $V$, and the deviation $h-k$ is proportional to $r$. Writing it as a delay $\tau$, so that $h(V)\simeq k(V-r\tau)$, gives

$$\frac{h-k}{k}\simeq-\,r\tau\,\frac{d\ln k}{dV}.$$

The ramp is quasi-adiabatic when $r\tau\,d\ln k/dV\ll1$, which for the exponential law means $r\tau\ll V_0$.

A diffusing particle in a tilted well shows both regimes. Take the energy $U/k_BT=10(3y^2-2y^3)-fy$, a unit diffusion constant, and a tilt $f$ rising steadily from zero. Near $f=6$ the measured rate differs from the static one by −1.1 % at ramp rate 0.25 and by −2.2 % at 0.5, in proportion to the ramp. With escape recorded near $y=1.6$, beyond the barrier top, the delay is about 2 relaxation times of the well. It includes the travel time to that point: it is about 1.7 relaxation times if escape is recorded at $y=1.2$ and about 2.2 at $y=2.2$. At ramp rate 50 the deviation is −88 %, and $rp/S$ no longer gives the static escape rate. These three deviations come from a grid of spacing 0.04; on a fine grid they become −1.15 %, −2.3 % and −89 %.

Under the stated assumptions $k(V)$ does not contain $r$, so curves from different ramps must coincide at equal voltage. In the synthetic cell, with 300 histograms pooled at each ramp rate, the ratio of the rates found at 10 and 1 V/s lies between 0.989 and 1.019 in the shared well-populated bins. Agreement is necessary but does not prove a single path: two competing one-step exits have total rate $k_1(V)+k_2(V)$, which is also independent of $r$.

### Beside a real cell

The parameters are rough values in the regime of a silver-filament metallization cell, where switching at a few tenths of a volt is typical. Describing the switching by one step with a constant effective charge is a strong simplification. The 22 mV spread is narrow for such cells, whose filament remnants change from cycle to cycle. This breaks the assumption of a common $k(V)$. Variation 2 treats a mild case, which widens the spread only to 26 mV; a barrier spread of 40 meV (35 mV in voltage) makes the extrapolation error exceed a factor of 1000.

Other effects are smaller here. At the peak voltage, a temperature 1 K higher raises the rate by 9 %. With a rough OFF resistance of $10^7\ \Omega$ and a series resistance of $10^4\ \Omega$, the cell loses 0.40 mV, which lowers the rate by 2.3 %. A rough thermal resistance of $10^6$ K/W gives 16 mK of heating and a 0.14 % change. A detection delay of 0.1 ms lowers the apparent rate by 0.6 % at 1 V/s and by 5.6 % at 10 V/s.

## Variation 1: a hidden intermediate state

*Switching needs two successive steps, each with rate $k(V)$, and only the second is seen. What does $rp/S$ return?*

Let $A$ and $B$ be the fractions before the first and between the two steps, and let $K=\frac1r\int_0^Vk\,dV'$, so that $dK=k\,dt$. Then

$$\frac{dA}{dK}=-A,\qquad\frac{dB}{dK}=A-B .$$

With $A=1$, $B=0$ at the start, $A=e^{-K}$. Multiplying the second equation by $e^K$ gives $d(Be^K)/dK=1$, hence $B=Ke^{-K}$. The cell looks OFF in both states, so $S=A+B$, and events occur at rate $kB$:

$$h=\frac{kB}{A+B}=k\,\frac{K}{1+K} .$$

For the exponential law $K\simeq V_0k/r$ once $k\gg k_0$. At 0.4008 V this is 1 for the 1 V/s ramp and 0.1 for 10 V/s, so the apparent rate is 0.500 and 0.091 of $k$. The curves fail to coincide, which shows that a single step with a common $k(V)$ cannot describe the cell. For $K\ll1$, $h\simeq V_0k^2/r$: the slope of $\ln h$, and with it the apparent charge, is doubled. For $K\gg1$ nearly all surviving cells await the second step, and $h\to k$.

## Variation 2: a barrier that varies between cycles

*The barrier is $E_b+\epsilon$, with $\epsilon$ constant during a cycle and normally distributed between cycles with standard deviation 20 meV. What happens to the rate and to the extrapolation?*

A cycle has rate $gk$ with $g=e^{-\epsilon/k_BT}$. Averaging over cycles, $S=\langle e^{-Kg}\rangle$. Since $dK/dt=k$,

$$h=-\frac1S\frac{dS}{dt}=k\,G,\qquad G=\frac{\langle g\,e^{-Kg}\rangle}{\langle e^{-Kg}\rangle} .$$

$G$ is the mean of $g$ among the survivors. Differentiating the quotient gives $dG/dK=-\mathrm{Var}_S(g)$, the variance of $g$ among survivors with a minus sign. With $dK/dV=k/r$,

$$\frac{d\ln h}{dV}=\frac{d\ln k}{dV}-\frac kr\,\frac{\mathrm{Var}_S(g)}{G} .$$

Easily switched cycles leave first, so the apparent slope is too small. At 0.4008 V, $h/k$ is 0.771 at 1 V/s and 1.224 at 10 V/s; again the two ramps disagree. The apparent charge at 1 V/s is 0.985 instead of 1.5.

Before any selection, at $K\to0$, $G=\langle g\rangle=e^{(20/25.85)^2/2}=1.35$. This applies at 0.1 V, where almost no cell has switched. Extending the tangent of $\ln h$ from 0.4008 V to 0.1 V therefore overestimates the mean rate by a factor

$$\frac{0.771}{1.35}\exp\left[\frac{(1.5-0.985)\times0.3008}{0.02585}\right]\approx230 .$$

This number belongs to the tangent at 0.4008 V. A line fitted over the whole populated range, as in (d), is steeper ($z\approx1.1$) and gives a smaller error, but still a factor of about 50. The statistical factor of 1.40 found in (d) gives no warning of either. Before such an extrapolation is used, the rate curves should be compared at well-separated ramp rates. Even if they agree, the linear barrier law remains an assumption outside the measured voltages. The numerical output below lists the values used.

## Table of computed values

```
barrier 1.27 eV, charge number 1.5
attempt rate 1e+13 1/s, temperature 300 K
ramps 1 and 10 V/s, bin 5 mV
cycles per histogram 2000, repeats 300
thermal energy 0.02585 eV, V0 17.23 mV
modal voltage at 1 V/s 0.4008 V
mean 0.3908 V, standard deviation 22.10 mV
true rate at modal voltage 58.02 1/s
one histogram: mid V | N | n | rate | error | true mean (1/s)
0.3475 | 1921 | 25 | 2.62 | 0.52 | 2.65
0.3575 | 1857 | 51 | 5.57 | 0.78 | 4.73
0.3675 | 1740 | 67 | 7.85 | 0.96 | 8.45
0.3775 | 1572 | 129 | 17.12 | 1.51 | 15.10
0.3875 | 1313 | 180 | 29.49 | 2.20 | 26.98
0.3975 | 938 | 192 | 45.80 | 3.31 | 48.20
0.4075 | 546 | 190 | 85.54 | 6.25 | 86.10
0.4175 | 191 | 104 | 157.27 | 15.82 | 153.81
bin mean / midpoint rate 1.0035
last good bin: middle 0.4175 V, x 0.769
plain ratio / true: sim 0.693, formula 0.698
mid survivors / true: sim 0.947, formula 0.953
pooled rate ratio, 10 to 1 V/s: 0.989 to 1.019
fitted charge number 1.459 +- 0.030
fitted rate at modal voltage 59.44 +- 1.53 1/s
mean fitted charge over repeats 1.485
read voltage 0.1 V: fitted rate 2.53e-06 1/s
  true rate 1.53e-06 1/s
  one-sigma error factor 1.40
tilted well, hazard / static rate - 1 (dimensionless ramps):
  ramp 0.25: -0.0112; 0.5: -0.0223; 50: -0.878
  lag time / relaxation time 2.00
two-step apparent/true rate, 1 V/s 0.500, 10 V/s 0.091
barrier spread 20 meV, apparent/unspread rate:
  1 V/s 0.771, 10 V/s 1.224
  apparent charge number at mode 0.985
  extrapolated/true mean rate at read voltage 229.4
1 K warmer: rate change 9.0 %
rough R_off 1e+07 ohm, R_series 1e+04 ohm
rough thermal resistance 1e+06 K/W
Joule heating 16.1 mK: 0.14 %
series drop 0.40 mV: -2.3 %
delay 0.1 ms: -0.6 % at 1 V/s, -5.6 % at 10 V/s
```
